# Scattering time and lost electron interference in a room-temperature copper line

## Problem

A copper line is 100 nm wide, 100 nm high and 100 µm long, and is held at 300 K. Take these rough values for copper: resistivity $\rho=1.7\ \mu\Omega\,$cm, conduction-electron density $n=8.5\times10^{22}$ cm$^{-3}$ (one per atom), Debye temperature $\Theta=340$ K and atomic mass $M=64$ u.

(a) Estimate the scattering time $\tau$.

(b) An electron can travel around a closed diffusive loop in either direction, and the two waves can interfere. For how long does this interference survive the motion of the lattice?

(c) By what fraction does interference on such diffusive loops lower the conductance, and what would a frozen lattice with the same $\tau$ give?

## Solution

### (a) The scattering time

Treat the electrons as free, with mass $m$, and let collisions remove their mean momentum $p$ at the rate $1/\tau$. In a field $E$,

$$\frac{dp}{dt}=-eE-\frac{p}{\tau}.$$

In the steady state $p=-eE\tau$. The current density is $j=-nep/m=(ne^2\tau/m)E$, so

$$\sigma=\frac1\rho=\frac{ne^2\tau}{m},\qquad \tau=\frac{m}{ne^2\rho}.$$

With $n=8.5\times10^{28}$ m$^{-3}$ and $\rho=1.7\times10^{-8}\ \Omega\,$m,

$$\tau=\frac{9.11\times10^{-31}}{(8.5\times10^{28})(1.602\times10^{-19})^2(1.7\times10^{-8})}\ \text{s}\approx 25\ \text{fs}.$$

Filling a sphere in wave-number space with two spins per state gives $n=k_F^3/(3\pi^2)$. Hence $k_F=13.6$ nm$^{-1}$, $v_F=\hbar k_F/m=1.57\times10^8$ cm/s, and the Fermi energy is 7.05 eV. The mean free path is $l=v_F\tau=39$ nm, so $k_Fl=526$. For isotropic collisions the diffusion constant is $D=v_Fl/3=203$ cm$^2$/s.

Can thermal vibration alone supply so short a time? A classical mode of frequency $\omega$ gives an atom a mean square displacement $k_BT/(M\omega^2)$ along each axis. The Debye spectrum has the weight $3\omega^2/\omega_D^3$ up to $\omega_D=k_B\Theta/\hbar$. Averaging, and adding three axes,

$$\langle u^2\rangle=3\int_0^{\omega_D}\frac{3\omega^2}{\omega_D^3}\frac{k_BT}{M\omega^2}\,d\omega=\frac{9k_BT}{M\omega_D^2}.$$

The root mean square displacement is 0.0133 nm. If each atom scatters like a disc of area $\pi\langle u^2\rangle$, the time is $1/(n\pi\langle u^2\rangle v_F)=13$ fs. This crude picture gives the right order of magnitude, so phonons are a plausible source of the scattering.

### (b) How the moving lattice breaks the phase

A phonon collision changes the electron energy by $\pm\hbar\omega$, at most 29 meV here. That is tiny beside 7 eV, but the comparison that matters for phase is with $\hbar/\tau=27$ meV.

Consider a loop of duration $t$. The forward wave meets a certain collision at time $s$ and carries the extra energy $\pm\hbar\omega$ for the remaining time $t-s$. The reversed wave meets the same collision at time $t-s$ and carries the extra energy for a time $s$. Both leave the electron and the lattice in the same final state, so they can still interfere. But an extra energy $\pm\hbar\omega$ changes the wave number by $\pm\omega/v_F$, which adds phase at the rate $\pm\omega$ as the electron moves along its path. The two phases therefore differ by

$$\pm\omega(t-s)\mp\omega s=\pm\omega(t-2s).$$

A static scatterer has $\omega=0$ and produces no difference.

At the Fermi level the two signs are equally likely. Let $N=1/(e^x-1)$ be the phonon number, with $x=\hbar\omega/k_BT$, and let $f_\pm=1/(e^{\pm x}+1)$ be the electron occupation at energy $\pm\hbar\omega$ from the Fermi level. An occupation relaxes through scattering out plus the reverse process in:

- For transitions to the upper state, the factor is $N(1-f_+)+(N+1)f_+=N+f_+$.
- For transitions to the lower state, it is $(N+1)(1-f_-)+Nf_-=N+1-f_-$.

Since $f_-=1-f_+$, the two factors are equal. The average phase factor of one collision is therefore $\cos\omega(t-2s)$. Averaged over $s$ from 0 to $t$, it becomes $\sin(\omega t)/(\omega t)$.

Next, average over phonons. The area of the Fermi sphere reached by a momentum transfer $\hbar q$ grows as $q\,dq$. The coupling to lattice strain gives a factor $q^2$, and the classical mean square amplitude gives $1/\omega^2$. With $\omega\propto q$ these two cancel, leaving the normalized weight $2\omega/\omega_D^2$. This neglects transfers by reciprocal-lattice vectors. With $z=\omega_Dt$,

$$c(t)=\int_0^{\omega_D}\frac{2\omega}{\omega_D^2}\frac{\sin\omega t}{\omega t}\,d\omega=\frac{2(1-\cos z)}{z^2}=\left[\frac{\sin(z/2)}{z/2}\right]^2.$$

The last form uses $1-\cos z=2\sin^2(z/2)$.

Assume that collisions are independent, occur at the rate $1/\tau$ (as for isotropic scattering), and each involve a different phonon mode. The number $k$ of collisions then has a Poisson distribution, and the surviving coherence is

$$F(t)=\sum_{k=0}^{\infty}e^{-t/\tau}\frac{(t/\tau)^k}{k!}c^k=\exp\left\{-\frac t\tau\,[1-c(t)]\right\}.$$

There are two limits:

- **Slow lattice, $\omega_D\tau\ll1$.** For small $z$, $1-c\approx z^2/12$, so $F\approx\exp[-\omega_D^2t^3/(12\tau)]$. Coherence falls to $1/e$ at $\tau_\varphi=(12\tau/\omega_D^2)^{1/3}$, which is much longer than $\tau$.
- **Fast lattice, $\omega_D\tau\gg1$.** Here $c\approx0$ after one scattering time, and $F\approx e^{-t/\tau}$. One collision is enough.

Copper at 300 K lies between them, with $\omega_D\tau=1.09$. At $t=2\tau$, $z/2=1.09$ and $c=0.66$, so $F=e^{-2(0.34)}\approx0.51$. A simulation of 8000 loops, which added up the phase along each changing energy history, gave 0.505. At $4\tau$ the formula gives 0.03. Solving $F=1/e$ gives

$$\tau_\varphi\approx57\ \text{fs}=2.3\,\tau,\qquad \sqrt{D\tau_\varphi}=34\ \text{nm}.$$

Each phonon collision thus changes the energy by only a tiny fraction of the Fermi energy, yet a few collisions destroy the interference. A loop needs many collisions to be diffusive, and by then its two waves have lost their phase relation.

### (c) The size of the interference correction

**The weight of one loop.** Conductivity is proportional to the time integral of $\langle v_x(0)v_x(t)\rangle$. With isotropic collisions, ordinary motion contributes $\langle v_x^2\rangle\tau$. Interference adds a contribution from the flight after the last collision of a loop, whose mean duration is also $\tau$.

Let the first and last collisions be separated by $\mathbf r$, with incoming and outgoing wave vectors $\mathbf k$ and $\mathbf k'$. Exchanging the two ends gives the phase factor $e^{i(\mathbf k+\mathbf k')\cdot\mathbf r}$. Wave amplitude decays as $e^{-r/2l}$, and the two ends together give $e^{-r/l}$.

The average of $e^{i\mathbf k\cdot\mathbf r}$ over directions is $\sin(k_Fr)/(k_Fr)$. Differentiating it with respect to $x$ and dividing by $ik_F$ gives

$$\langle\hat k_xe^{i\mathbf k\cdot\mathbf r}\rangle=i\,j_1(k_Fr)\,\hat r_x,\qquad j_1(y)=\frac{\sin y}{y^2}-\frac{\cos y}{y}.$$

The product for the two wave vectors is $-j_1^2\hat r_x^2$. Its average over the direction of $\mathbf r$ is $-j_1^2/3$; divided by $\langle\hat k_x^2\rangle=1/3$, it is $-j_1^2$. The minus sign means that interference favours reversed motion. For $k_Fl\gg1$, $j_1^2$ averages to $1/(2k_F^2r^2)$ over most of the range, so the effective volume is

$$\int_0^\infty4\pi r^2j_1^2(k_Fr)\,e^{-r/l}dr\approx\frac{2\pi}{k_F^2}\int_0^\infty e^{-r/l}dr=\frac{2\pi l}{k_F^2}.$$

Let $W(t)$ be the probability density for return to the starting point. A last collision falls in $dt$ with probability $dt/\tau$. Since $l/\tau=v_F$,

$$\frac{\delta\sigma}{\sigma}=-\frac{2\pi v_F}{k_F^2}\int_\tau^\infty W(t)F(t)\,dt.$$

The diffusive $W$ has no meaning for $t<\tau$, which is why the integral starts there. Shorter loops still exist, and they are not negligible. A single flight from the first collision to the last has the density $e^{-r/l}/(4\pi r^2l)$. With the same weight $j_1^2e^{-r/l}$ and $\int_0^\infty j_1^2\,dy=\pi/6$, it contributes about $\pi/(6k_Fl)\approx1000$ ppm. Loops of two flights add about 20 ppm. Lattice motion hardly touches these terms, since $F(\tau)=0.91$, and they do not grow with the length of the line. The largest comes from separations of about one wavelength, where point-like collisions are a poor picture, so only its order $1/(k_Fl)$ is meaningful. It acts like a small change of $\tau$, which the measured $\rho$ already contains. All values below count only loops longer than $\tau$.

**Bulk metal.** Here $W=(4\pi Dt)^{-3/2}$. For a frozen lattice $F=1$ and $\int_\tau^\infty t^{-3/2}dt=2\tau^{-1/2}$. Using $D\tau=l^2/3$,

$$\left|\frac{\delta\sigma}{\sigma}\right|=\frac{2\pi v_F}{k_F^2}\,2\tau\left(\frac{3}{4\pi l^2}\right)^{3/2}=\frac{4\pi(3/4\pi)^{3/2}}{(k_Fl)^2}=5.3\ \text{ppm}.$$

The contribution of diffusive loops in bulk is therefore small even without dephasing, because the wavelength is short compared with $l$. Lattice motion reduces it to 1.4 ppm. Moving the lower limit to $\tau/2$ or $2\tau$ changes this to 3.6 or 0.26 ppm, so only its rough size is meaningful.

**Long line, frozen lattice.** Long loops now spread only along the line, and returns are far more likely. Let $A$ be the cross-section and $L$ the length, with contacts that absorb electrons. For a start at $x_0$, the time-integrated density $C(x)$ obeys

$$-DA\,C''=\delta(x-x_0),\qquad C(0)=C(L)=0.$$

It is $ax$ on the left and $b(L-x)$ on the right. Continuity gives $ax_0=b(L-x_0)$, and the jump in slope gives $a+b=1/(DA)$. Hence $C(x_0)=x_0(L-x_0)/(LDA)$. Its average over $x_0$ is

$$\frac1L\int_0^L\frac{x_0(L-x_0)}{LDA}\,dx_0=\frac{L}{6DA}.$$

The conductance is $G=\sigma A/L$, so its reduction is

$$|\delta G|=\frac{\sigma A}{L}\,\frac{2\pi v_F}{k_F^2}\,\frac{L}{6DA}=\frac{\pi\sigma v_F}{3k_F^2D}.$$

Inserting $n=k_F^3/(3\pi^2)$ and $m=\hbar k_F/v_F$ in $\sigma$ gives $\sigma=e^2k_F^2v_F\tau/(3\pi^2\hbar)$. With $D=v_F^2\tau/3$,

$$|\delta G|=\frac{e^2}{3\pi\hbar}=\frac13\,\frac{2e^2}{h}.$$

An independent simulation joined five random scatterers with ten channels each, and compared 3000 chains with time-reversal symmetry to 3000 without it. The loss was 0.289 in the same unit, within the accepted difference of 0.05 from one third. The chain is short, its channels are few and the sample is finite; the separate shares of these in the difference were not determined.

The line has $R=\rho L/A=170\ \Omega$, and $2e^2/h=7.75\times10^{-5}$ S. The relative reduction is $170\times7.75\times10^{-5}/3=0.44\%$. At fixed $\rho$ and $A$ it grows in proportion to $L$, as long as it remains small.

**Long line, moving lattice.** Loops now end after a few tens of nanometres, less than the width. For side walls that reflect electrons, the return density averaged over the cross-section is

$$W(t)=\frac{1}{\sqrt{4\pi Dt}}\left[\frac1w\sum_{j=0}^{\infty}e^{-D(\pi j/w)^2t}\right]^2,$$

where $w=100$ nm. Integration with $F(t)$ gives a reduction of about 3 ppm, again sensitive to the lower time limit. For loops longer than $\tau$, this is roughly a thousand times below the frozen value. Since $\rho$ is roughly proportional to $T$ in this regime, a temperature change of $3\times10^{-6}\times300$ K $\approx1$ mK would alter the resistance equally.

| Case | $\tau$ (fs) | Reduction from loops longer than $\tau$ (ppm) |
|---|---:|---:|
| Bulk, frozen lattice | 25 | 5 |
| Bulk, moving lattice | 25 | 1 |
| Line, frozen lattice | 25 | 4400 |
| Line, moving lattice | 25 | 3 |
| Same line, diffuse surfaces | 18 | 7 |
| Same line at 373 K | 20 | 5 |

The last two rows are also for a moving lattice, and their lower time limit follows the listed $\tau$. In the last row $\tau\propto1/T$. All moving-lattice values are rough, because they depend strongly on the lower time limit. The differences among the three moving-lattice line values are therefore not reliable; they show only that the part from loops longer than $\tau$ stays at a few ppm. The short-loop term of order $1/(k_Fl)$ is left out of every row.

## What the frozen comparison leaves out

The 0.44% assumes that nothing else breaks the phase. Electron-electron collisions would. Two factors of $k_BT$, from the available partners and final states, give the rough rate $(k_BT)^2/(\hbar E_F)$, or a time of 6.9 ps. This is far longer than $\tau_\varphi$, so these collisions hardly affect the moving-lattice result. In the frozen line they would limit loops to $\sqrt{Dt}\approx375$ nm. Integrating $W=1/(A\sqrt{4\pi Dt})$ up to this time gives $\sqrt{Dt/\pi}/(DA)$ in place of $L/(6DA)$. The reduction becomes

$$0.44\%\times\frac{375/\sqrt\pi}{100\,000/6}\approx60\ \text{ppm}.$$

An exponential decay in place of the sharp cutoff, with the full $W$ of the line, gives about 50 ppm. Phonons therefore still suppress the contribution of long loops, but by a factor of order 10 rather than 1000.

Strong spin-orbit scattering would also change the frozen result. If a loop rotates the spin by $U=a_0+i\mathbf a\cdot\boldsymbol\sigma$, with $a_0^2+|\mathbf a|^2=1$, its reverse applies $U^{-1}$. The interference gains the factor $\tfrac12\mathrm{Tr}\,U^2=2a_0^2-1$. For random rotations $\langle a_0^2\rangle=1/4$, so the factor is $-1/2$, and the 0.44% loss would become a 0.22% gain. In this 100 µm line the sign reverses once the spin memory of a loop decays over less than about 13 µm. Spin-flip lengths reported for copper are of order 0.3 to 1 µm, so the 4400 ppm loss belongs to a model without spin-orbit coupling. The moving-lattice loops, a few tens of nanometres long, are too short to be affected.

## Comparison with real copper lines

The inputs are roughly typical of bulk copper, but a real line also has rough surfaces and grain boundaries. In a square line the mean speed along each transverse axis is $v_F/2$, so the two axes give a wall-collision rate $v_F/w$. This is $l/w=0.39$ of the phonon rate. If every wall collision is diffuse, $\tau$ falls to 18 fs and the correction rises to about 7 ppm. Static collisions shorten $l$ without breaking phase themselves. In lines narrower than $l$, diffusion across the section is no longer a valid description.

Copper's bands are not those of free electrons. A rough mass of $1.4m$ raises $\tau$ to 34 fs and $\tau_\varphi$ to 65 fs. The phonon weighting matters less: including thermal occupation gives 57.5 fs, and a weight $\propto\omega^3$ gives 51 fs. Small-angle collisions matter more, because they break phase but barely turn the electron. The Debye cutoff is $q_D=2^{1/3}k_F$. With the weight $2q/q_D^2$, the mean of $1-\cos\theta=q^2/(2k_F^2)$ is 0.40. Without reciprocal-lattice transfers, which add large angles, the total collision rate would therefore be $2.5/\tau$. The dephasing time would fall to about 40 fs. The line's reduction would be about 2 ppm with the lower time limit kept at $\tau$, and about 7 ppm with the limit at the new collision time $0.4\tau$. These changes leave $\tau$ at tens of femtoseconds and the dephasing time at a few scattering times or less. The main values are in the numerical output.

## Computed results

```
Input resistivity (rough): 1.7 uOhm cm
Input electron density (rough): 8.5e+22 cm^-3
Input temperature: 300 K
Input Debye temperature (rough): 340 K
Input atomic mass (rough): 64 u
Input line width and height: 100 nm
Input line length: 100 um
Scattering time tau: 24.6 fs
Fermi wave number: 13.6 nm^-1
Fermi velocity: 1.57e+08 cm/s
Fermi energy: 7.05 eV
Mean free path: 38.7 nm
kF times mean free path: 526
Diffusion constant: 203 cm^2/s
RMS thermal displacement: 0.0133 nm
Crude displacement-disc time: 13.4 fs
Thermal energy: 25.9 meV
Debye phonon energy: 29.3 meV
Mean phonon energy, linear weight: 19.5 meV
hbar/tau: 26.8 meV
Debye frequency times tau: 1.09
Loop coherence F at 2 tau: 0.507
Simulated F at 2 tau: 0.505
Loop coherence F at 4 tau: 0.032
Dephasing time, F=1/e: 56.9 fs
Dephasing time / tau: 2.32
Slow-phonon dephasing formula: 53 fs
Dephasing length sqrt(D tau_phi): 34 nm
Bulk reduction, frozen lattice: 5.3 ppm
Bulk reduction, moving lattice: 1.44 ppm
Bulk reduction, cutoff tau/2: 3.56 ppm
Bulk reduction, cutoff 2 tau: 0.264 ppm
Line resistance: 170 Ohm
Line reduction, frozen lattice: 0.439 %
Line reduction, moving lattice: 3.22 ppm
Frozen / moving line reduction: 1.36e+03
Equivalent temperature change: 0.967 mK
Frozen conductance loss: 0.333 x 2e^2/h
Simulated conductance loss: 0.289 x 2e^2/h
Surface-hit / phonon rate: 0.387
Time with diffuse surfaces: 17.7 fs
Line reduction with surfaces: 7.23 ppm
Band-mass ratio tried (rough): 1.4
Scattering time with band mass: 34.4 fs
Dephasing time with band mass: 65 fs
Hot operating temperature: 373 K
Scattering time when hot: 19.8 fs
Line reduction when hot: 5.1 ppm
Dephasing, thermal phonon weight: 57.5 fs
Dephasing, cubic phonon weight: 51.4 fs
Electron-electron time, rough: 6.94 ps
Strong spin-orbit factor: -0.499
```
